# Heikes thermopower of narrow-band electrons with infinite on-site repulsion

## Problem

A narrow-band semiconductor has $L$ equivalent sites and $N$ conduction electrons of spin one half; $n=N/L$ is the filling. Each site has one orbital. Its level is the zero of energy, and on-site repulsion $U$ forbids two electrons on one site. The transfer energy $t$ between neighbours satisfies $t\ll kT\ll U$. Sites have no energy disorder, and electrons on different sites do not interact. The elementary charge $e$ is positive, so an electron carries $-e$.

The Seebeck coefficient is $S=-\Delta V/\Delta T$ at zero current, both differences being taken from the cold end to the hot end. Only the material's own contribution is wanted, not that of the measuring leads.

(a) Count the allowed configurations and find how their logarithm changes when one electron is added.

(b) Find the chemical potential $\mu(n,T)$.

(c) Express $S$ through $\mu$ and the energy $E^*$ that the current carries per electron.

(d) Electrons move by activated hops with barrier $E_a$. The surroundings of the departure site supply a fraction $a$ of the barrier, those of the arrival site the rest. Find $E^*$, and determine $a$ for identical sites with linear elastic distortions.

(e) For the value of $a$ found in (d), obtain $S(n)$ and the filling at which it changes sign. Which assumptions fix that filling?

(f) For rigid sites, without the distortions of (d), find the leading correction to the entropy part of $S$ when $t/kT$ is small but finite.

(g) Evaluate the result at 1000 K in the regime of reduced ceria, CeO$_{2-x}$, and judge how far it applies there.

## Solution

### (a) Counting

Choose which $N$ of the $L$ sites are occupied, then give each electron one of two spin directions. Electrons are indistinguishable, so choosing the set of occupied sites counts each arrangement once:

$$W(N)=2^N\frac{L!}{N!\,(L-N)!}.$$

Listing every configuration of eight sites and discarding those with a doubly occupied site gives, for $N=0$ to $8$,

$$1,\;16,\;112,\;448,\;1120,\;1792,\;1792,\;1024,\;256,$$

in agreement with the formula. The count peaks above half filling, because each electron brings a factor of two from its spin.

Adding one electron changes the count by the ratio

$$\frac{W(N+1)}{W(N)}
=2\,\frac{N!}{(N+1)!}\,\frac{(L-N)!}{(L-N-1)!}
=\frac{2(L-N)}{N+1}.$$

The numerator counts the ways to place the new electron: $L-N$ empty sites and two spins. The denominator removes the overcounting, since any of the $N+1$ electrons could have been the last one added. Dividing both by $L$ and letting $L\to\infty$ at fixed $n$,

$$\frac{d\ln W}{dN}=\ln\frac{2(1-n)}{n}.$$

### (b) Chemical potential

For $t\ll kT$ the energy spread caused by hopping hardly changes the Boltzmann weights, so all allowed configurations are equally likely. Their energy is zero, and the free energy is purely entropic, $F=-kT\ln W$. Hence

$$\mu=\left(\frac{\partial F}{\partial N}\right)_T=-kT\ln\frac{2(1-n)}{n}.$$

The grand canonical ensemble gives the same result. With $z=e^{\mu/kT}$, a site has weight $1$ when empty and $z$ for each spin when occupied:

$$n=\frac{2z}{1+2z}
\quad\Rightarrow\quad n=2z(1-n)
\quad\Rightarrow\quad z=\frac{n}{2(1-n)}.$$

Taking $kT\ln z$ reproduces $\mu$.

### (c) From chemical potential to thermopower

Let $J$ be the particle current, $J_E$ the energy current and $\bar\mu$ the electrochemical potential, which includes the electrostatic energy $-e\varphi$. Since entropy changes by $(dE-\bar\mu\,dN)/T$, the currents produce entropy at the rate per volume

$$J_E\nabla\frac1T-J\,\nabla\frac{\bar\mu}{T}.$$

This identifies the driving forces. To linear order,

$$J=-L_{11}\nabla\frac{\bar\mu}{T}+L_{12}\nabla\frac1T,
\qquad
J_E=-L_{21}\nabla\frac{\bar\mu}{T}+L_{22}\nabla\frac1T.$$

At uniform temperature $J_E/J=L_{21}/L_{11}$, which is the carried energy $E^*$. Without a magnetic field, Onsager reciprocity gives $L_{12}=L_{21}$, so $L_{12}/L_{11}=E^*$ as well. Setting $J=0$ in one dimension,

$$\nabla\frac{\bar\mu}{T}=E^*\nabla\frac1T
\quad\Rightarrow\quad
\frac{\nabla\bar\mu}{T}-\frac{\bar\mu\nabla T}{T^2}=-\frac{E^*\nabla T}{T^2}.$$

Multiplying by $T/\nabla T$ gives

$$\frac{d\bar\mu}{dT}=-\frac{E^*-\bar\mu}{T}.$$

A voltmeter responds to the electrochemical potential: $\Delta V=-\Delta\bar\mu/e$. Therefore

$$S=-\frac{\Delta V}{\Delta T}=\frac1e\frac{d\bar\mu}{dT}
=-\frac{E^*-\mu}{eT}.$$

In the last step $\bar\mu$ became $\mu$ because a local electrostatic potential shifts $E^*$ and $\bar\mu$ equally. Both are now measured from the site level.

### (d) Energy carried by a hop

Consider a hop from site $i$ to site $j$. To reach the barrier top, the surroundings of $i$ give up $aE_a$ and those of $j$ give up $(1-a)E_a$. The electron then settles on $j$ and the energy $E_a$ is released.

Reversibility fixes where it is released. The reverse hop, from $j$ to $i$, climbs by taking $aE_a$ at $j$ and $(1-a)E_a$ at $i$. The descent of the forward hop is that climb run backwards, so it returns $aE_a$ at $j$ and $(1-a)E_a$ at $i$. The net loss at $i$ is $aE_a-(1-a)E_a$, and the net gain at $j$ is the same. Every hop thus moves

$$E^*=(2a-1)E_a$$

along with the electron. Since this holds for each hop, $J_E=E^*J$ whatever the correlations between electrons.

Now let each site have a distortion $q$ with stiffness $K$, whose equilibrium value is $0$ when empty and $q_0$ when occupied. With the electron on $i$ or on $j$ the elastic energies are

$$E_i=\tfrac K2(q_i-q_0)^2+\tfrac K2q_j^2,
\qquad
E_j=\tfrac K2q_i^2+\tfrac K2(q_j-q_0)^2.$$

The electron can transfer without a change of energy when $E_i=E_j$. Cancelling the squares leaves $-Kq_0q_i=-Kq_0q_j$, so $q_i=q_j=q$. The common energy $\frac K2[(q-q_0)^2+q^2]$ is lowest at $q=q_0/2$. Each site is then displaced by $q_0/2$ from its starting position and has absorbed $Kq_0^2/8$. The sharing is equal, $a=\frac12$, and $E^*=0$. This rests on identical sites and on a stiffness that does not depend on occupation.

There is a direct picture of this case. If the two sites are at slightly different temperatures, the thermal factor of a hop is, to first order in the difference,

$$\exp\left[-\frac{aE_a}{kT_i}-\frac{(1-a)E_a}{kT_j}\right].$$

For $a=\frac12$ it is the same in both directions. A uniform filling then carries no net current although the temperature varies, and no internal field is needed to stop the flow. The voltage comes from the different values of $\mu$ at the same $n$ in the hot and cold regions.

### (e) Thermopower and its sign

Setting $E^*=0$ in (c) and inserting $\mu$ from (b),

$$\boxed{S=\frac{\mu}{eT}=-\frac ke\ln\frac{2(1-n)}{n}}$$

This is the Heikes thermopower. At fixed $n$ it does not depend on temperature or on $E_a$: the barrier slows forward and backward hops equally. If $n$ itself varies with temperature, so does $S$.

The sign changes where the argument of the logarithm is one:

$$2(1-n)=n\quad\Rightarrow\quad n=\frac23.$$

For $n<2/3$ the argument exceeds one and $S<0$; for $n>2/3$ it is below one and $S>0$. The carriers are electrons on both sides of the reversal. What changes is the effect of one more electron on the entropy. Below two thirds it adds more freedom through its spin and position than it removes by filling a site; above two thirds it removes more. Since

$$\frac{d^2\ln W}{dN^2}=\frac1L\frac{d}{dn}\ln\frac{2(1-n)}{n}=-\frac{1}{L\,n(1-n)}<0,$$

the reversal is the maximum of the configurational entropy. There $\mu=0$ and $z=1$, so empty, spin up and spin down each have probability one third.

**Limits.** For few electrons $S\simeq-(k/e)\ln(2/n)$. Near full filling, with $h=1-n$ empty sites per site, $S\simeq(k/e)\ln[1/(2h)]$. The spin factor strengthens the negative thermopower and weakens the positive one, because an electron brings a spin choice and an empty site takes one away. Indeed

$$S(n)+S(1-n)=-\frac ke\ln\left[\frac{2(1-n)}{n}\,\frac{2n}{1-n}\right]=-\frac ke\ln4.$$

**What fixes two thirds.** Suppose an occupied site has $G$ states of equal energy. Then $n/(1-n)=Gz$, and with $E^*=0$

$$S=-\frac ke\ln\frac{G(1-n)}{n},\qquad n_0=\frac{G}{G+1},$$

where $n_0$ is the filling of the reversal. Spinless electrons, $G=1$, reverse at one half. If instead $U=0$, the site sum is $1+2z+z^2=(1+z)^2$, so

$$n=\frac{2z}{1+z},\qquad z=\frac{n}{2-n},\qquad S=-\frac ke\ln\frac{2-n}{n},$$

and the reversal is at $n=1$. For equivalent sites that do not interact with each other, and for $t\ll kT$, two thirds therefore follows from strong on-site repulsion, exactly two states per occupied site, and $E^*=0$. Removing the repulsion, changing the number of states or making $E^*$ nonzero, each alone, moves the reversal.

**A test with several electrons.** The voltage that stalls the current can be computed without using the formula for $S$. Take three sites at 999, 1000 and 1001 K, each empty or holding one spin, with $E_a=0.40$ eV. The end sites exchange electrons with contacts at their own temperatures. The stationary probabilities of all 27 configurations are solved for, and the chemical potential of the hot contact is adjusted until the current vanishes. For $a=\frac12$ this gives $-200.2$ µV/K at $n=0.164$ and $+120.1$ µV/K at $n=0.890$. Both agree with the Heikes formula at the computed filling to within 0.01 µV/K.

With $a=0.75$ the carried energy is $E^*=(1.5-1)(0.40\text{ eV})=0.20$ eV, which should add $-E^*/(eT)=-200$ µV/K. The chain gives $-400.4$ µV/K at $n=0.1635$, as expected from $-200.4-200.0$. Counting alone therefore does not determine the thermopower; the way the barrier is shared matters as well.

### (f) Finite transfer energy

When energies are not all zero, $\mu$ is no longer proportional to $T$. A useful entropy estimate is

$$S_{\rm ent}=\frac1e\left(\frac{\partial\mu}{\partial T}\right)_n.$$

Comparison with (c) shows what it assumes: $E^*=\mu-T(\partial\mu/\partial T)_n$, which is the rise in internal energy per added electron at fixed $T$. In the ideal model this is zero and $S_{\rm ent}=S$.

The sites are first held rigid, without the distortions of (d). Let $H_t$ be the hopping Hamiltonian and $b$ the number of bonds per site. It conserves $N$, so the grand partition function can be expanded in $H_t/kT$. The first-order term vanishes because a single hop does not restore the configuration. To second order,

$$\ln\Xi=L\ln(1+2z)+\frac{\langle H_t^2\rangle}{2(kT)^2}.$$

Two hops restore the configuration if the second undoes the first on the same bond. That requires one end occupied and the other empty, with probability $2n(1-n)$, and contributes $t^2$. With $bL$ bonds,

$$\langle H_t^2\rangle=2bLt^2n(1-n),
\qquad
\delta\Omega=-kT\,\delta\ln\Xi=-\frac{bLt^2}{kT}n(1-n).$$

The free energy $F=\Omega+\mu N$ is stationary with respect to $\mu$ at fixed $N$, since $\partial\Omega/\partial\mu=-N$. The induced change of $\mu$ therefore drops out at leading order, and $\delta F$ at fixed $N$ equals $\delta\Omega$ at fixed $\mu$. Differentiating with respect to $N=nL$, then $T$,

$$\delta\mu=-\frac{bt^2}{kT}(1-2n),
\qquad
\delta S_{\rm ent}=\frac{bk}{e}\left(\frac{t}{kT}\right)^2(1-2n).$$

Exact diagonalization of a six-site ring and a four-site tetrahedron, at $n=0.3$ and $t=0.02\,kT$, confirms this to within 5% of the predicted shift. The results for $+t$ and $-t$ were averaged to remove odd powers of $t$, which closed triangles can produce.

Lattice distortion changes this result. In the model of (d), a virtual hop out of a relaxed site costs $Kq_0^2=4E_a$. When $4E_a\gg kT$, each bond with one occupied end lowers the energy by about $t^2/(4E_a)$. This is nearly independent of temperature, so it contributes almost nothing to $S_{\rm ent}$. The rigid-site formula therefore does not describe small polarons.

The true $E^*$ may differ from the energy assumed in $S_{\rm ent}$. For coherent hopping the number current is of order $t$ and the energy current of order $t^2$, so their ratio has the scale $t$. This can add a term of scale $t/(eT)$ to $S$, with a coefficient that is not determined here.

### (g) Numbers in the regime of reduced ceria

Removing a neutral oxygen atom from CeO$_2$ leaves two electrons, which localize on cerium. With $x$ vacancies per cerium, $n=2x$. At $n=0.1$, or $x=0.05$,

$$S=-86.17\,\ln\frac{2(0.9)}{0.1}=-86.17\,\ln18=-249\ \text{µV/K}.$$

With four cerium sites in a cubic cell of edge 0.54 nm, the electron density is

$$\frac{0.1\times4}{(0.54\times10^{-7}\text{ cm})^3}=2.5\times10^{21}\text{ cm}^{-3}.$$

At higher fillings the ideal model gives $-133$ µV/K at $n=0.3$, $-60$ at $0.5$, $+60$ at $0.8$ and $+130$ at $0.9$. The reversal lies at $x=1/3$.

The neglected effects are sized one at a time with rough typical parameters. Except for double occupancy and the scale $t/(eT)$, the figures are shifts of $S_{\rm ent}$. When levels differ in energy, a hop need not carry the energy assumed in $S_{\rm ent}$, so the shift of $S$ itself can differ in size and even in sign.

- **Double occupancy.** For $U=5$ eV and $kT=0.086$ eV, the doubly occupied fraction at $n=2/3$ is about $2\times10^{-26}$. Taking $U$ as infinite is harmless.
- **Transfer.** For $t=0.01$ eV and six bonds per site, the rigid-site formula gives $+5.6$ µV/K at $n=0.1$ and $-2.3$ at $n=2/3$. The cerium lattice contains triangles, so higher orders in $t$ matter too: in the limit of few electrons they change the rigid-site shift by about 30%, up or down according to the sign of $t$. With lattice distortion and a hopping barrier of 0.40 eV, the shifts shrink to about $-0.13$ and $+0.05$ µV/K, opposite in sign to the rigid-site values. For coherent hopping, the transported-energy term has the scale $t/(eT)=10$ µV/K, but its coefficient can exceed one: for few electrons on the rigid cerium lattice, a constant relaxation time gives $-E^*/(eT)$ of about $+34$ or $-8$ µV/K, according to the sign of $t$.
- **Site energies.** If half the sites lie 0.10 eV above the other half, the shifts are $+11$ and $-5$ µV/K at the same two fillings.
- **Neighbour repulsion.** A screened Coulomb estimate with relative permittivity 25 and distance 0.38 nm gives $V=0.15$ eV, or $1.75\,kT$. On an isolated tetrahedron the shifts are $+13$ and $-5$ µV/K. Each site there has three neighbours, against twelve in the cerium lattice, so these modest values do not show that repulsion is weak in the solid. Monte Carlo sampling of periodic face-centred cubic lattices, with twelve neighbours per site, gives about $+49$ µV/K at $n=0.1$ for both 256 and 864 sites. At $n=2/3$ it gives about $-11$ µV/K for 256 sites, $-14$ to $-15$ for 864 and $-16$ for 4000, each uncertain by up to about 1 µV/K. The shift is negative there, but its size still depends on the size of the lattice.
- **Further 4f levels.** An electron on cerium has more than two states within thermal reach. Doublets at 0, 0.05 and 0.10 eV and eight states at 0.28 eV shift $S_{\rm ent}$ by $-112$ µV/K at both fillings.

The last shift is independent of $n$ for a simple reason. If $Z_f(T)$ is the sum of Boltzmann factors over the levels of an occupied site, then $\mu=-kT\ln[Z_f(1-n)/n]$, and

$$S_{\rm ent}=-\frac ke\left[\ln\frac{1-n}{n}+\ln Z_f+T\frac{d\ln Z_f}{dT}\right].$$

The last two terms are the internal entropy of an occupied site divided by $k$. They replace $\ln2$ by $\ln G_{\rm eff}$, where

$$\frac{G_{\rm eff}}2=\exp\frac{111.6}{86.17}=3.65,
\qquad G_{\rm eff}=7.3,
\qquad n_0=\frac{7.3}{8.3}=0.88.$$

Reduced ceria conducts by small-polaron hopping, so the picture of localized electrons is appropriate. Among the effects sized here, the further 4f levels give the largest shift of $S_{\rm ent}$ at the two fillings compared. With them alone, its sign change moves from 0.67 to 0.88. These figures depend on the rough levels assumed: doublets at 0, 0.12 and 0.25 eV with eight states at 0.40 eV give $G_{\rm eff}=4.5$, a shift of $-69$ µV/K and a sign change at 0.82. The shift also matters when a filling is inferred from a thermopower. At $S=-249$ µV/K the doublet formula gives $n/(1-n)=0.111$ and $n=0.10$; if $S$ is equated with $S_{\rm ent}$, the level ladder multiplies that ratio by 3.65, giving $0.406$ and $n=0.29$. A different carried energy would change both this filling and the reversal, so neither is a precise estimate. Moreover, strongly reduced ceria forms phases with ordered vacancies, so equivalent, randomly filled sites are a poor description near $x=1/3$. Two thirds is the reversal of the ideal spin-doublet model, not a prediction for ceria. The main computed values are collected in the numerical output below.

## Numbers as computed

```
Configurations, 8 sites, N=0..8: 1 16 112 448 1120 1792 1792 1024 256
Temperature: 1000 K
k/e: 86.173 uV/K
Thermal energy kT: 0.0862 eV
Ideal S at n=0.1000: -249.07 uV/K
Ideal S at n=0.3000: -132.75 uV/K
Ideal S at n=0.5000: -59.73 uV/K
Ideal S at n=0.6667: -0.00 uV/K
Ideal S at n=0.8000: 59.73 uV/K
Ideal S at n=0.9000: 129.61 uV/K
Ideal reversal: n=0.6667, x=0.3333
Electron density at n=0.1: 2.540e+21 cm^-3
Hopping barrier: 0.40 eV
Hopping test: n=0.1638, mu=-0.2002 eV
  stalled-chain S=-200.20 uV/K
Hopping test: n=0.8896, mu=0.1201 eV
  stalled-chain S=120.12 uV/K
Unequal barrier share a: 0.75
Unequal sharing carried energy: 0.200 eV
Unequal sharing: n=0.1635, S=-400.40 uV/K
Rough on-site repulsion U: 5.0 eV
Doubly occupied fraction at n=2/3: 2.11e-26
Rough transfer energy t: 0.010 eV
Transported-energy scale t/(eT): 10.00 uV/K
Rough lattice constant: 0.54 nm
Rough relative permittivity: 25
Neighbour distance: 0.382 nm
Neighbour repulsion V: 0.151 eV
V/kT: 1.75
Rough doublet levels (eV): 0.0 0.05 0.1
Rough upper octet level: 0.28 eV
Rough two-level site spread: 0.10 eV
Entropy-estimate shifts at n=0.1000, in uV/K:
  transfer, 6 bonds/site: 5.57
  4f levels: -111.62
  site spread: 10.72
  tetrahedron repulsion: 13.07
Entropy-estimate shifts at n=0.6667, in uV/K:
  transfer, 6 bonds/site: -2.32
  4f levels: -111.62
  site spread: -5.09
  tetrahedron repulsion: -4.61
Reversal with 4f ladder alone: n=0.8796
Reversal without on-site repulsion: n=1.0000
```
